# Comment on inferring negative atomic mobility from negative interdiffusivity

## The argument under review

The manuscript considers a binary alloy of A and B that has been quenched into its miscibility gap. It argues in three steps.

1. Inside the spinodal the interdiffusivity \(D\), defined by Fick's law, is negative: B flows from B-poor regions to B-rich regions.
2. Diffusivity and mobility are related by the Einstein relation, diffusivity \(=RT\times\) mobility.
3. Since \(RT>0\), the atoms have a negative mobility inside the spinodal. They respond to a force by moving against it.

The first step is correct. The question is whether the third follows from it. To answer it, one must separate what \(D\) says about the response of atoms to a force from what it says about the force itself.

## Conventions

Let \(x\) be the mole fraction of B and \(g(x)\) the molar Gibbs energy of the alloy held homogeneous at composition \(x\). Primes on \(g\) denote derivatives with respect to \(x\). Temperature and pressure are uniform, composition varies along \(z\) only, and the molar volume is constant. Vacancies are dilute and locally at equilibrium, so they exert no separate driving force. Coherency stress is left out. All fluxes are multiplied by the molar volume and have the unit m/s.

Gradients are at first taken to be so gentle that the local free energy is \(g(x)\); this restriction is lifted below.

## What force acts on the atoms

The force on a mole of species \(i\) is \(-\partial\mu_i/\partial z\), not the negative gradient of its concentration. The total Gibbs energy is \(G=(n_A+n_B)\,g(x)\) with \(x=n_B/(n_A+n_B)\), so

\[
\frac{\partial x}{\partial n_B}=\frac{1-x}{n_A+n_B},\qquad
\frac{\partial x}{\partial n_A}=-\frac{x}{n_A+n_B}.
\]

Differentiating \(G\) gives

\[
\mu_B=g+(1-x)g',\qquad \mu_A=g-xg'.
\]

A second differentiation gives

\[
\frac{d\mu_B}{dx}=g'-g'+(1-x)g''=(1-x)g'',\qquad
\frac{d\mu_A}{dx}=g'-g'-xg''=-xg''.
\]

Where \(g''<0\), adding B lowers the chemical potential of B. The force on B then points towards the B-rich side. An atom with an ordinary positive mobility will drift that way.

## What the second law says about mobility

Relative to the crystal lattice, linear response gives

\[
J_i=-\sum_j L_{ij}\frac{\partial\mu_j}{\partial z},\qquad L_{AB}=L_{BA}.
\]

In general \(J_A+J_B\neq0\), because the species exchange with vacancies at different rates. Interdiffusion is described in the frame in which the total atomic flux vanishes. In that frame the lattice moves with velocity \(v=-(J_A+J_B)\), which adds \(xv\) to the flux of B:

\[
J=J_B-x(J_A+J_B)=(1-x)J_B-xJ_A .
\]

Inserting the chemical-potential gradients into the lattice-frame fluxes gives

\[
J_B=-\left[(1-x)L_{BB}-xL_{AB}\right]g''\frac{\partial x}{\partial z},
\]
\[
J_A=-\left[(1-x)L_{AB}-xL_{AA}\right]g''\frac{\partial x}{\partial z}.
\]

Multiply the first by \(1-x\), the second by \(x\), and subtract:

\[
J=-M g''\frac{\partial x}{\partial z},\qquad
M=(1-x)^2L_{BB}-2x(1-x)L_{AB}+x^2L_{AA}.
\]

Comparison with Fick's law, \(J=-D\,\partial x/\partial z\), gives

\[
D=M\,g''(x).
\]

The sign of \(M\) follows from the rate at which free energy is dissipated, per mole of alloy:

\[
\dot w=-J_A\frac{\partial\mu_A}{\partial z}-J_B\frac{\partial\mu_B}{\partial z}
=\left[xJ_A-(1-x)J_B\right]g''\frac{\partial x}{\partial z}
=-J\,g''\frac{\partial x}{\partial z}.
\]

Substituting \(J\) yields

\[
\dot w=M\left(g''\frac{\partial x}{\partial z}\right)^2 .
\]

At fixed temperature and pressure the second law demands \(\dot w\ge0\). The square is positive whenever \(g''\neq0\) and a gradient exists, on either side of the spinodal. Hence \(M\ge0\) there, and by continuity also at the spinodal itself. If \(M\) were zero, a gradient of \(\mu_B-\mu_A=g'\) would produce no relative flow. Wherever A and B can move relative to each other, therefore, \(M>0\), and \(D\) has the sign of \(g''\).

This already refutes the third step of the manuscript. A negative \(M\) would make the alloy gain free energy spontaneously. A negative \(g''\) with positive \(M\) makes it lose free energy by unmixing.

One qualification concerns which coefficient is meant. The second law fixes the sign of \(M\), not that of the bracket in \(J_B\). With \(x=0.4\) and \(L_{AA}:L_{AB}:L_{BB}=5:2:1\), the matrix is positive definite and \(M\propto0.36-0.96+0.80=0.20\), yet the bracket is \(0.6-0.8=-0.2\). The second law alone thus allows strong coupling to drag B against its own force in the lattice frame; the matrix is a formal example, not that of a known alloy. That is an effect of \(L_{AB}\), and it has no connection with the spinodal.

## Where the Einstein relation belongs

The relation used in the second step is valid for tagged atoms. Consider a uniform alloy in which a fraction \(y\) of the B atoms carries a label that does not alter their behaviour. Mixing labelled with unlabelled atoms is ideal, so \(\mu_{\rm tag}=\mu_B+RT\ln y\), with \(\mu_B\) uniform. Let \(b_B\) be the drift velocity per unit molar force, and neglect coupling between the fluxes. Then

\[
J_{\rm tag}=-xy\,b_B\,\frac{RT}{y}\frac{\partial y}{\partial z}
=-RT\,b_B\,\frac{\partial (xy)}{\partial z},
\]

and the tracer diffusivity is \(D_B^*=RT\,b_B\). The curvature \(g''\) does not appear, because the label changes no energies. Moreover, \(D_B^*\) is a mean-square displacement divided by twice the time, which cannot be negative. In an unstable alloy it must be understood over times before the composition has changed appreciably.

If the motions of different atoms, like or unlike, are taken as uncorrelated, then \(L_{AB}=0\), \(L_{BB}=xb_B=xD_B^*/RT\) and \(L_{AA}=(1-x)D_A^*/RT\). This is more than \(L_{AB}=0\): in a pure fcc metal with vacancy jumps \(L_{AB}\) vanishes, yet \(L_{BB}=D_B^*/(fRT)\) with the correlation factor \(f=0.78\). Under the assumption of no correlation,

\[
M=\frac{(1-x)^2xD_B^*+x^2(1-x)D_A^*}{RT}
=\frac{x(1-x)}{RT}\left[(1-x)D_B^*+xD_A^*\right].
\]

Multiplication by \(g''\) gives Darken's equation,

\[
D=\left[(1-x)D_B^*+xD_A^*\right]\Phi,\qquad
\Phi=\frac{x(1-x)g''}{RT}.
\]

With \(\mu_B=\mu_B^\circ+RT\ln a_B\), the thermodynamic factor is also

\[
\Phi=\frac{d\ln a_B}{d\ln x}=\frac{x}{RT}\frac{d\mu_B}{dx}.
\]

The manuscript in effect sets \(\Phi=1\). This is right for an ideal solution, where \(g''=RT/[x(1-x)]\). It is also right for dilute B in a solution obeying Henry's law: as \(x\to0\), \(\Phi\to1\) and \(D\to D_B^*=RT\,b_B\). Inside a spinodal \(\Phi\) is negative, and the relation cannot be carried over from \(D_B^*\) to \(D\).

## A regular solution crossing its spinodal

For a regular solution,

\[
g=\Omega x(1-x)+RT\left[x\ln x+(1-x)\ln(1-x)\right],
\]
\[
g''=\frac{RT}{x(1-x)}-2\Omega,\qquad \Phi=1-\frac{2\Omega x(1-x)}{RT},
\]

with the pure components as reference. Setting \(\Phi=0\) gives \(x(1-x)=RT/(2\Omega)\), hence

\[
x=\tfrac12\left[1\pm\sqrt{1-2RT/\Omega}\right].
\]

The roots are real only for \(T\le\Omega/(2R)\). Above this temperature \(\Phi>0\) at every composition.

Take the model parameters \(T=900\) K, \(\Omega=20\,000\) J/mol, \(D_A^*=1\times10^{-20}\) m²/s and \(D_B^*=4\times10^{-20}\) m²/s, with the tracer diffusivities independent of composition. Then \(RT=7483\) J/mol, the critical temperature is 1203 K, and the spinodal lies at \(x=0.249\) and \(0.751\). At \(x=0.40\),

\[
g''=\frac{7483}{0.24}-40\,000=-8821\ \text{J/mol},
\]
\[
M=\frac{0.24\,(0.6\times4+0.4\times1)\times10^{-20}}{7483}
=8.98\times10^{-25}\ \text{m² mol/(J s)},
\]
\[
D=Mg''=-0.792\times10^{-20}\ \text{m²/s}.
\]

Across the spinodal the three quantities behave as follows, in the same units with the powers of ten removed.

| \(x\) | \(g''\) | \(M\) | \(D\) |
|---|---|---|---|
| 0.10 | 43145 | 4.45 | 1.920 |
| 0.20 | 6769 | 7.27 | 0.492 |
| 0.249 | 0 | 8.13 | 0.000 |
| 0.40 | −8821 | 8.98 | −0.792 |
| 0.50 | −10068 | 8.35 | −0.841 |

The mobility passes smoothly through the spinodal. At that point interdiffusion vanishes although atoms jump as often as before: what has disappeared is the force. The variation of \(M\) comes from the factor \(x(1-x)\) and from the weighting of the two tracer diffusivities, neither of which changes sign.

## Uphill flow from ordinary jumps

The same conclusion can be reached by counting jumps. Let \(a\) be the spacing of atomic planes, and let \(e_n=\mu_B-\mu_B^\circ-RT\ln x\) be the excess energy of B on plane \(n\). For the regular solution

\[
e=\Omega x(1-x)+(1-x)\Omega(1-2x)=\Omega(1-x)^2 .
\]

In a mean-field model, a B atom jumps from plane \(n\) to \(n+1\) with frequency \(\Gamma_B\exp(\beta)\) and an atom on plane \(n+1\) jumps back with frequency \(\Gamma_B\exp(-\beta)\), where \(\beta=(e_n-e_{n+1})/(2RT)\). Both frequencies are positive. The net flow per site vanishes when \(x_ne^{\beta}=x_{n+1}e^{-\beta}\), which is the condition of equal \(\mu_B\), as equilibrium requires.

For tagged atoms in a uniform alloy \(\beta=0\), and the net flow is \(\Gamma_B\) times the difference in tagged site fraction. The flux is \(a\) times this flow, so \(D_B^*=\Gamma_Ba^2\). With \(a=0.20\) nm, \(\Gamma_B=1.0\) s⁻¹.

Now let neighbouring planes differ by a small \(\delta=x_{n+1}-x_n\), with mean \(\bar x\). To first order,

\[
x_n(1+\beta)-x_{n+1}(1-\beta)=-\delta+2\bar x\beta
=-\delta\left[1+\frac{\bar x}{RT}\frac{de}{dx}\right]=-\Phi\,\delta .
\]

The last equality holds because \(\mu_B-\mu_B^\circ=RT\ln x+e\). The term \(-\delta\) is random mixing, which runs down the composition gradient. The term \(2\bar x\beta\) is energetic drift. Inside the spinodal the drift exceeds the mixing.

For planes with \(x=0.40\) and \(0.41\), the excess energies are 7200 and 6962 J/mol, so \(\beta=238/14\,966=0.0159\). The two opposing flows are

\[
0.40\,e^{0.0159}=0.4064\ \text{s}^{-1},\qquad
0.41\,e^{-0.0159}=0.4035\ \text{s}^{-1}
\]

per site. The first goes to the richer plane, and the net uphill flow is 0.0029 s⁻¹. In the first-order expression this is \(-0.0100+0.0129\). For this pair of planes the uphill flow is a difference of less than one per cent between two large, opposite streams; for small \(\delta\) it is proportional to \(\delta\). The chemical potential of B, relative to pure B, is 343 J/mol on the poorer plane and 290 J/mol on the richer one. The net flow goes down in \(\mu_B\).

When A is treated in the same way and the fluxes are combined in the number-fixed frame, long composition waves in this hopping model reproduce the values of \(D\) in the table, including the negative ones.

## Why a negative \(D\) alone is an incomplete description

The manuscript might object that diffusion with negative \(D\) is mathematically pathological. It is, but the cure does not lie in the sign of the mobility. For a small wave \(u=A\cos kz\) about a uniform composition, conservation, \(\partial x/\partial t=-\partial J/\partial z\), gives \(\partial u/\partial t=D\,\partial^2u/\partial z^2=-Dk^2u\). If \(D<0\), the growth rate \(-Dk^2\) increases without bound as the wavelength shrinks.

What is missing is the energy of steep gradients. Replace \(g\) by \(g+\kappa(\partial x/\partial z)^2\) with \(\kappa>0\). Varying the integral of this energy and integrating by parts, with periodic boundaries, gives

\[
\delta\!\int\!\left[g+\kappa\left(\frac{\partial x}{\partial z}\right)^2\right]dz
=\int\left[g'-2\kappa\frac{\partial^2x}{\partial z^2}\right]\delta x\,dz .
\]

The bracket on the right replaces \(g'=\mu_B-\mu_A\) as the potential for interdiffusion, so

\[
J=-M\frac{\partial}{\partial z}\left[g'-2\kappa\frac{\partial^2x}{\partial z^2}\right].
\]

To first order in \(u\), \(M\) and \(g''\) take their values at the mean composition. Each pair of derivatives contributes \(-k^2\), and the growth rate becomes

\[
R_k=-Mk^2\left(g''+2\kappa k^2\right).
\]

It vanishes at \(k_c^2=-g''/(2\kappa)\); shorter waves decay. Setting \(dR_k/d(k^2)=-M(g''+4\kappa k^2)=0\) gives the fastest growth at \(k^2=-g''/(4\kappa)=k_c^2/2\), with rate \(Mg''^2/(8\kappa)\).

A value of \(\kappa\) follows from nearest-neighbour bonds in an fcc crystal. Let an A–B bond cost \(w\) per mole of bonds relative to like bonds. In mean field, a bond between sites of compositions \(x\) and \(x_1\) costs

\[
w\left[x(1-x_1)+x_1(1-x)\right]=w\left[x(1-x)+x_1(1-x_1)+(x-x_1)^2\right].
\]

With six bonds per atom, a uniform alloy has energy \(12w\,x(1-x)\), so \(w=\Omega/12\). Four bonds per atom connect a (001) plane to the next one. They add \(4w(x-x_1)^2=(\Omega/3)(x-x_1)^2\), hence \(\kappa=\Omega a^2/3=2.67\times10^{-16}\) J m²/mol.

At \(x=0.40\) the critical wavelength is then \(2\pi/k_c=1.54\) nm, the fastest wavelength is 2.18 nm, and the maximum rate is 0.0328 s⁻¹. These lengths span only 8 to 11 planes, so the continuum formula needs a check against discrete planes. For a cosine wave,

\[
u_{n+1}-2u_n+u_{n-1}=-4\sin^2(ka/2)\,u_n ,
\]

so \(k^2\) is replaced by \(K^2=(4/a^2)\sin^2(ka/2)\). In the hopping model the gradient energy enters through the excess energies: in \(\mu_B=g+(1-x)g'\) and \(\mu_A=g-xg'\), the slope \(g'\) on plane \(n\) is replaced by \(g'-2\kappa(x_{n+1}-2x_n+x_{n-1})/a^2\), which is correct to first order in the wave amplitude. A wave of 7 planes then decays, one of 8 planes grows, and one of 11 planes grows fastest. At 0.8 nm the rate is −0.80 s⁻¹ with gradient energy and +0.40 s⁻¹ without it. Changing the energy reverses the evolution of this wave while the mobility stays the same.

## Unmixing and tracer mixing in one model

If B had a negative mobility, \(D_B^*=RT\,b_B\) would be negative too, and a non-uniform distribution of tagged B atoms would sharpen with time. A tracer measurement in the unstable alloy would decide this. The hopping model cannot, because its jump frequencies are positive by construction. It does show that positive frequencies are enough to make the composition wave grow while the tagged wave decays.

Take a wavelength of 4.0 nm, or 20 planes, at mean composition \(x=0.40\). Then \(K^2=4\sin^2(\pi/20)/a^2=2.45\times10^{18}\) m⁻² and \(2\kappa K^2=1305\) J/mol. The composition wave should grow at the rate

\[
R_k=-8.98\times10^{-25}\times2.45\times10^{18}\times(-8821+1305)
=0.0165\ \text{s}^{-1}.
\]

To leading order in the composition amplitude, the tagged fraction obeys \(\partial y/\partial t=D_B^*\,\partial^2y/\partial z^2\). Its wave should decay at the rate \(D_B^*K^2=0.0979\) s⁻¹.

Following the hopping equations for 30 s gives both results at once. The composition amplitude rises from 0.00100 to 0.00164, a factor \(e^{0.496}=1.64\). The amplitude of the tagged fraction falls from 0.100 to 0.0053, a factor \(e^{-2.94}=0.053\). The same B atoms, with the same positive jump frequencies, unmix from A while they mix among themselves.

The free energy confirms the direction of the process. Expand the energy to second order in the amplitude \(A\). The linear term averages to zero because the mean composition is conserved, and \(\cos^2\) and \(\sin^2\) average to one half. Per mole,

\[
\Delta F=\tfrac14\left(g''+2\kappa K^2\right)\left(A_{\rm end}^2-A_{\rm start}^2\right)
=\tfrac14(-7516)(1.69\times10^{-6})=-3.2\times10^{-3}\ \text{J/mol},
\]

in agreement with the value found from the evolved profile. The amplitude grows and the free energy falls, as a positive \(M\) and a negative \(g''+2\kappa K^2\) together require.

## Assessment

The third step of the manuscript should be withdrawn. Its observation of uphill diffusion can stand, with \(D=Mg''\) in place of the Einstein relation. A measured negative \(D\) is then evidence about the curvature of the free energy; in a coherent alloy with lattice misfit, that curvature includes a positive elastic term, which is left out here. The size of the mobility needs separate information, such as tracer diffusivities or a known \(g''\).

Two limits of this analysis should be stated with the correction. A sharp spinodal belongs to the mean-field description, in which the alloy can be assigned a free energy while held homogeneous. The numbers are sensitive to it: for the same nearest-neighbour fcc bonds, the pair (quasi-chemical) approximation lowers the critical temperature to about 1100 K and gives \(g''\approx-5100\) J/mol at \(x=0.40\), with the sign unchanged. Darken's form of \(M\) also neglects correlations between the motions of different atoms, like and unlike. With vacancy jumps in a random fcc alloy at \(x=0.40\) and a tracer ratio near four, these raise \(M\) by roughly ten to twenty per cent. The sign of \(M\) does not depend on that neglect. The numerical output below lists the main values used here.

## Computed values

```
Temperature 900 K; RT = 7483.0 J/mol; omega = 20000 J/mol
Critical temperature omega/(2R) = 1202.7 K
Tracer diffusivities: A 1.0e-20, B 4.0e-20 m^2/s
Plane spacing 0.20 nm; kappa = 2.667e-16 J m^2/mol
Jump frequency to one neighbour plane: A 0.250, B 1.000 1/s
Spinodal compositions x = 0.2492 and 0.7508
Columns: x | g'' (J/mol) | M (1e-25 m^2 mol/(J s)) | phi |
         D Darken (1e-20 m^2/s) | D hopping (1e-20 m^2/s)
  0.1000 | 43145 | 4.450 | 0.519 | 1.920 | 1.920
  0.2000 | 6769 | 7.270 | 0.145 | 0.492 | 0.492
  0.2492 | 0 | 8.131 | 0.000 | 0.000 | 0.000
  0.3000 | -4367 | 8.700 | -0.123 | -0.380 | -0.380
  0.4000 | -8821 | 8.980 | -0.283 | -0.792 | -0.792
  0.5000 | -10068 | 8.352 | -0.336 | -0.841 | -0.841
Two planes, x = 0.40 and 0.41, without gradient energy:
  mu_B - mu_B(pure) = 343.38 and 290.16 J/mol
  B jumps per site, poor to rich 0.40641 1/s
  B jumps per site, rich to poor 0.40353 1/s
  net B flow into the richer plane 0.00288 1/s per site
At x = 0.40, gradient 0.01 per nm: free-energy dissipation 6.987e-03 W/mol
Continuum critical wavelength 1.545 nm, fastest 2.185 nm
Continuum maximum growth rate 0.03275 1/s
Hopping model: first growing wave 8 planes, fastest 11 planes
Columns: wavelength (nm) | rate with kappa (1/s) | rate without (1/s)
  0.8 | -0.80131 | 0.39607
  1.4 | -0.02062 | 0.14912
  1.6 | 0.01329 | 0.11601
  2.2 | 0.03270 | 0.06287
  4.0 | 0.01652 | 0.01938
  8.0 | 0.00469 | 0.00488
Run at x = 0.40, wavelength 4.0 nm, 30 s:
  predicted composition growth rate 0.01652 1/s
  predicted tagged-fraction decay rate 0.09789 1/s
  composition amplitude 0.001000 -> 0.001641 (predicted 0.001641)
  tagged-fraction amplitude 0.100000 -> 0.005305 (predicted 0.005305)
  free-energy change -3.1827e-03 J/mol (predicted -3.1827e-03)
```
